# Why relativistic and correlation corrections do not add for gold

**Q.** I need the first ionisation energy of gold, and I plan to build it from pieces. I take a nonrelativistic mean-field value, add the relativistic shift found at mean-field level, and add the correlation correction from a nonrelativistic calculation. Relativity acts near the nucleus and correlation acts among the outer electrons, so the two corrections should add.

**A.** Let us write down what that recipe assumes. Call the four ionisation energies \(I_N\) and \(I_R\) for the nonrelativistic and relativistic mean field, and \(I_{NC}\) and \(I_{RC}\) when correlation is included. Your estimate is

\[
I_{\rm add}=I_N+(I_R-I_N)+(I_{NC}-I_N)=I_R+I_{NC}-I_N .
\]

Subtract it from the value in which both effects are treated together:

\[
X=I_{RC}-I_{\rm add}=(I_{RC}-I_R)-(I_{NC}-I_N).
\]

So \(X\) is the change that relativity makes in the correlation contribution. Regrouping the same four terms gives

\[
X=(I_{RC}-I_{NC})-(I_R-I_N),
\]

which is the change that correlation makes in the relativistic shift. Your recipe needs \(X=0\). That the operators act in different regions does not ensure this, because both effects depend on the same orbitals.

**Q.** Surely \(X\) is a product of two small things, and so of higher order?

**A.** Small compared with what? Let \(\lambda\) switch on relativity and \(\mu\) switch on correlation, each from 0 to 1, and suppose that \(I(\lambda,\mu)\) is smooth. The difference of differences is

\[
X=\int_0^1\! d\lambda\int_0^1\! d\mu\;\frac{\partial^2 I}{\partial\lambda\,\partial\mu}.
\]

If relativity is weak, the leading part of \(X\) is linear in its strength. The relativistic shift \(I_R-I_N\) is linear too. For a light atom \(X\) therefore becomes small in absolute terms, but its ratio to the relativistic shift need not vanish. For a heavy atom the absolute size matters as well, and it has to be computed.

**Q.** Then choose a definition of the correlation contribution that I can follow.

**A.** We use Hartree atomic units and start from the closed-shell ion Au⁺, with configuration 5d¹⁰. Its Fock operator is \(F=h+J-K\). In the relativistic case

\[
h=c\,\boldsymbol\alpha\!\cdot\!\mathbf p+(\beta-1)c^2+V_{\rm nuc},
\]

with the rest energy subtracted and only positive-energy orbitals used as virtuals. In the nonrelativistic case \(h=p^2/2+V_{\rm nuc}\). The electrons repel through \(1/r_{12}\) in both. The Breit interaction and quantum electrodynamic corrections are left out.

Let \(a,b\) denote core orbitals, \(m,n\) virtual orbitals, and \(v\) the 6s orbital, which is itself a virtual of Au⁺. Write \(\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle\). Adding an electron in \(v\) without changing the core changes the energy by \(\langle v|F|v\rangle=\varepsilon_v\), so the frozen-core ionisation energy is \(-\varepsilon_v\).

Now compare the second-order energies of atom and ion, using the same orbitals for both. For the ion,

\[
E^{(2)}_{\rm ion}=\frac14\sum_{abmn}
\frac{|\langle ab\|mn\rangle|^2}{\varepsilon_a+\varepsilon_b-\varepsilon_m-\varepsilon_n}.
\]

The extra electron changes this in three ways.

First, core pairs can no longer be excited into \(v\). The terms with \(m=v\) and those with \(n=v\) are equal, so together they turn the factor \(1/4\) into \(1/2\). Removing them adds

\[
-\frac12\sum_{abm}\frac{|\langle ab\|vm\rangle|^2}
{\varepsilon_a+\varepsilon_b-\varepsilon_v-\varepsilon_m}
=+\frac12\sum_{abm}\frac{|\langle vm\|ab\rangle|^2}
{\varepsilon_v+\varepsilon_m-\varepsilon_a-\varepsilon_b}.
\]

Second, the pair \(v,a\) can be excited to \(m,n\), both different from \(v\). The factor \(1/2\) prevents counting \(mn\) and \(nm\) twice:

\[
\frac12\sum_{a}\sum_{m,n\ne v}
\frac{|\langle va\|mn\rangle|^2}{\varepsilon_v+\varepsilon_a-\varepsilon_m-\varepsilon_n}.
\]

Third, the field of \(v\) excites single core electrons, with matrix element \(\langle va\|vn\rangle\):

\[
\sum_{an}\frac{|\langle va\|vn\rangle|^2}{\varepsilon_a-\varepsilon_n}.
\]

These are just the terms missing from the second sum. Setting \(m=v\) there cancels \(\varepsilon_v\) in the denominator, and the equal terms with \(n=v\) remove the factor \(1/2\). Single excitations of \(v\) itself vanish because \(v\) is an eigenfunction of \(F\). Hence \(E^{(2)}_{\rm atom}-E^{(2)}_{\rm ion}=\Sigma\), with

\[
\Sigma=\frac12\sum_{amn}\frac{|\langle va\|mn\rangle|^2}
{\varepsilon_v+\varepsilon_a-\varepsilon_m-\varepsilon_n}
+\frac12\sum_{abm}\frac{|\langle vm\|ab\rangle|^2}
{\varepsilon_v+\varepsilon_m-\varepsilon_a-\varepsilon_b},
\]

where \(m,n\) now run over all virtuals. The ionisation energy is ion minus atom, so through second order \(I_{\rm corr}=-\varepsilon_v-\Sigma\).

**Q.** But single core excitations are orbital relaxation. A mean-field calculation on the neutral atom already contains that.

**A.** It does, so we must move the relaxation to the mean-field side. Otherwise part of \(X\) would be a matter of bookkeeping. In a restricted mean field all \(2j_a+1\) electrons of a subshell share one radial function. They feel the 6s electron through \(U=J_v-\tfrac12K_v\), the half arising because exchange is averaged over the two orientations of the 6s spin. Mix an amount \(t\) of the virtual \(n\), of the same angular symmetry, into \(a\). Neglect the response of the core electrons to one another, and also the change that \(U\) makes in the coefficient of \(t^2\), which affects the result only beyond second order in \(U\). The energy change is then

\[
\Delta E=(2j_a+1)\left[2tU_{an}+t^2(\varepsilon_n-\varepsilon_a)\right].
\]

Setting the derivative to zero gives \(t=-U_{an}/(\varepsilon_n-\varepsilon_a)\). Inserting it and summing gives

\[
\rho=\sum_a(2j_a+1)\sum_n\frac{|U_{an}|^2}{\varepsilon_a-\varepsilon_n}<0 .
\]

One case needs care. A core s orbital may rotate into the half-filled 6s, but only the electron with spin opposite to the 6s electron can move. It feels no exchange, so its coupling is \(J_{av}\). Since \(K_{av}=J_{av}\) for this matrix element, \(U_{av}=J_{av}/2\). One electron with coupling \(2U_{av}\) contributes \(4U_{av}^2\), while the general formula gives \(2U_{av}^2\). That term is therefore doubled.

The definitions are now

\[
I_{\rm mean}=-\varepsilon_v-\rho,\qquad
I_{\rm corr}-I_{\rm mean}=\rho-\Sigma .
\]

Single excitations that change the shape or spin balance of a subshell remain in the correlation part.

**Q.** How far can I trust these formulas before we apply them to gold?

**A.** They were tested on gold ions in small basis sets. For nonrelativistic Au⁵⁰⁺, with one 4s electron outside a 28-electron core, the angular-reduced \(\Sigma\) and an explicit sum over molecular-orbital integrals both give \(-0.044582\) hartree. The second-order relaxation there is \(-0.0059\) hartree, against \(-0.0054\) hartree from a self-consistent open-shell calculation. It is thus about 10 percent too large in magnitude relative to the latter. The four-component mean-field energy was tested on Au⁶⁹⁺ against an independent spinor calculation. Both give \(-12757.46918\) hartree. The relativistic \(\Sigma\) and \(\rho\) use the same angular code as the nonrelativistic ones but were not checked independently.

**Q.** Then what are the four numbers for the neutral atom?

**A.** Both calculations use the same exponents for the large component, angular momenta up to \(l=5\), and the same finite nucleus. In hartree, with five decimals kept so that the arithmetic can be followed:

| | N | R |
|---|---:|---:|
| \(-\varepsilon_v\) | 0.21435 | 0.27446 |
| \(-\rho\) | 0.00325 | 0.00888 |
| \(-\Sigma\) | 0.04862 | 0.07343 |

The mean-field values are

\[
I_N=0.21435+0.00325=0.21760,\qquad
I_R=0.27446+0.00888=0.28334,
\]

and the correlated values are

\[
I_{NC}=0.21435+0.04862=0.26297,\qquad
I_{RC}=0.27446+0.07343=0.34789 .
\]

In electronvolts the four are about 5.9, 7.7, 7.2 and 9.5, in the order written. The correlation contributions follow from \(\rho-\Sigma\):

\[
\text{N: }0.04862-0.00325=0.04537,\qquad
\text{R: }0.07343-0.00888=0.06455 .
\]

Therefore

\[
X=0.06455-0.04537=0.01918\ \text{hartree},
\]

or about 0.52 eV. Your additive estimate is \(0.28334+0.04537=0.32871\) hartree, about 8.9 eV, and it lies below \(I_{RC}\) by \(X\). Relative to the nonrelativistic correlation contribution, \(X\) is \(0.01918/0.04537\approx42\) percent. Relative to the mean-field relativistic shift of 0.06573 hartree, it is about 29 percent.

**Q.** Does the relaxation bookkeeping matter for that conclusion?

**A.** It changes the size but not the sign. If all of \(-\Sigma\) were called correlation, the cross term would be \(0.07343-0.04862=0.02481\) hartree. The change in relaxation, \(0.00888-0.00325=0.00563\) hartree, is the difference between that figure and \(X\). If the second-order \(\rho\) is replaced by the self-consistent open-shell relaxation of neutral gold, \(-0.00303\) hartree (N) and \(-0.00795\) hartree (R), then \(X\) becomes 0.0199 hartree, about 44 percent of the nonrelativistic correlation contribution. The second-order values of \(\rho\) are 7 and 12 percent too large in magnitude. A quoted cross term thus has a meaning only together with its definition of the mean field.

**Q.** I have heard that the cross term comes from the overlap of 5d and 6s. Is that the explanation?

**A.** Not as stated. The overlap integral of a d and an s orbital is zero by angular symmetry, with or without relativity. What can be isolated is the part of \(\rho-\Sigma\) that belongs to the 5d shell. In the first sum of \(\Sigma\), and in \(\rho\), each term carries one core label \(a\). In the second sum each pair \(a,b\) is divided equally between its two shells. This division is a convention, and the 5d share so defined includes core correlation blocked by the 6s electron as well as direct 5d–6s correlation.

The contributions to \(X\), in hartree, are

\[
\underbrace{0.01505}_{5d}+\underbrace{0.00180}_{5p}
+\underbrace{0.00223}_{4f}-\underbrace{0.00029}_{5s}
+\underbrace{0.00039}_{\rm others}=0.01918 .
\]

The 5d shell supplies about 78 percent. That it supplies more than half was tested.

**Q.** Could it still be overlap in a looser sense, with the two charge clouds sharing more space?

**A.** They do share more space. The integral over \(r\) of the product of the two radial densities, each normalised to one electron, rises from 0.081 to 0.141 bohr⁻¹. But correlation between two shells does not require shared space. Consider the opposite limit, with \(v\) entirely outside the core. The leading interaction that can excite the core is then the dipole term \(\mathbf r_a\!\cdot\!\hat{\mathbf r}_v/r_v^2\). There is no exchange, and the blocking sum vanishes. Assume also that core excitation energies are much larger than those of the outer electron, so that \(\varepsilon_v-\varepsilon_m\) can be dropped from the denominator. The sum over \(m\) is then done by completeness:

\[
\Sigma\to-\sum_{ij}\left[\sum_{an}
\frac{\langle a|r_i|n\rangle\langle n|r_j|a\rangle}
{\varepsilon_n-\varepsilon_a}\right]
\left\langle v\left|\frac{\hat r_i\hat r_j}{r^4}\right|v\right\rangle .
\]

A closed shell is isotropic, so the bracket equals \(\delta_{ij}\alpha/2\), where \(\alpha=2\sum_{an}|\langle a|z|n\rangle|^2/(\varepsilon_n-\varepsilon_a)\) is the core polarisability in this approximation. With \(\sum_i\hat r_i^2=1\),

\[
\Sigma\to-\frac{\alpha}{2}\left\langle v\left|r^{-4}\right|v\right\rangle .
\]

Contracting \(v\) makes this more negative although the densities never overlap. The 6s electron of gold penetrates its core, so this limit shows a mechanism and should not be used to obtain the number.

**Q.** And where does exchange enter in the real atom?

**A.** Put \(g=\langle va|mn\rangle\) and \(g'=\langle va|nm\rangle\), taken real. Then \(\tfrac12(g-g')^2=\tfrac12(g^2+g'^2)-gg'\), and the last piece is the exchange part. The second sum in \(\Sigma\) is split in the same way. Within the 5d share of \(X\), the exchange part of \(\Sigma\) contributes \(-0.00340\) hartree, and the remainder is \(0.01505+0.00340=0.01845\) hartree. That remainder still contains \(\rho\), which has exchange of its own through \(\tfrac12K_v\). In the nonrelativistic form, the exchange terms of \(\Sigma\) with \(m=v\) or \(n=v\) give \(-2J_{an}K_{an}/(\varepsilon_a-\varepsilon_n)\), and \(2(J_{an}-\tfrac12K_{an})^2\) in \(\rho\) contains the same term, so it cancels in \(\rho-\Sigma\). The figure therefore describes \(\Sigma\) alone, and it is not converged: a denser basis with angular momenta up to \(l=8\) moves it to about \(-0.0038\) hartree. The net effect of exchange on \(X\) was not separated.

**Q.** Relativity changes both shells: 6s contracts and 5d expands. Which change matters more?

**A.** The mean radius of 6s falls from 3.77 to 3.15 bohr, by 16 percent. That of 5d rises from 1.53 to 1.55 bohr, by about 2 percent. Radii alone do not settle the matter, so we can exchange the ingredients of \(\rho-\Sigma\). Put the relativistic 6s orbital and its energy into the nonrelativistic core, after making the orbital orthogonal to that core. Then do the converse. The mixed cases are not physical states, but they show what each replacement does:

| core and virtuals | 6s | \(\rho-\Sigma\), hartree |
|---|---|---:|
| N | N | 0.04537 |
| N | R | 0.06012 |
| R | N | 0.04904 |
| R | R | 0.06455 |

Replacing 6s alone adds 0.01475 hartree. Replacing the core and virtual orbitals alone adds 0.00366 hartree. Doing both adds a further 0.00077 hartree beyond the sum of the two, and the total is again 0.01918 hartree. In this decomposition the altered 6s accounts for about 77 percent of \(X\).

**Q.** The relativistic 6s is also more strongly bound. Could its energy, and not its shape, cause that increase?

**A.** The energy works in the opposite direction. As in the mixed calculation, hold fixed the matrix elements and all core and virtual energies, including the 6s level that belongs to the unchanged set of virtuals, and differentiate \(\Sigma\) with respect to the energy \(\varepsilon_v\) of the inserted orbital:

\[
\frac{\partial\Sigma}{\partial\varepsilon_v}
=-\frac12\sum_{amn}\frac{|\langle va\|mn\rangle|^2}
{(\varepsilon_v+\varepsilon_a-\varepsilon_m-\varepsilon_n)^2}
-\frac12\sum_{abm}\frac{|\langle vm\|ab\rangle|^2}
{(\varepsilon_v+\varepsilon_m-\varepsilon_a-\varepsilon_b)^2}<0 .
\]

Lowering \(\varepsilon_v\) raises \(\Sigma\), provided that no denominator passes through zero. None does here, because the core electrons are bound much more tightly than 6s. The denominators of \(\rho\) contain only core and virtual energies, which are held fixed, so the correlation contribution \(\rho-\Sigma\) falls. The increase of 0.01475 hartree therefore comes from the changed shape of the 6s orbital, and it outweighs the effect of the lower energy.

**Q.** Can I now take 9.5 eV as the answer and 0.52 eV as the error of my recipe?

**A.** Only within this model. Leaving out \(l=5\) changes \(X\) from 0.0192 to 0.0183 hartree, about 5 percent. A denser radial basis with angular momenta up to \(l=8\) raises \(X\) to 0.0200 hartree (0.54 eV, 43 percent of the nonrelativistic correlation contribution) and \(I_{RC}\) from 9.47 to 9.53 eV. It also moves the relativistic \(-\varepsilon_v\) from 0.27446 to 0.27461 hartree, while the 5d share stays at 78 percent. The five decimals in the tables therefore serve the arithmetic and are not converged digits. Correlation beyond second order has not been estimated, and it could change \(X\) as well as \(I_{RC}\).

Experiment does not decide the matter either. The measured ionisation energy is roughly 9.2 eV. The joint second-order result lies above it and your additive estimate lies below it, by similar amounts. Agreement of this size is not evidence that \(X\) is small. Leaving out \(X\) lowers the estimate by 0.52 eV, which carries it from about 0.2 eV above the measured value to about 0.3 eV below; in the larger basis these figures become about 0.3 eV above and 0.2 eV below. The errors that remain in the joint result, from the finite basis, the omitted interactions and correlation beyond second order, have not been separated.

**Q.** So what should I change in my calculation?

**A.** Compute the correlation contribution with the relativistic orbitals and energies, and add it to the relativistic mean-field value:

\[
I_{RC}=I_R+(I_{RC}-I_R).
\]

This is an identity, so it assumes nothing about additivity. If you must borrow a correction from a nonrelativistic calculation, first estimate how much relativity changes that correction. For the 6s electron of gold, at second order and with relaxation counted in the mean field, the change is about two fifths of the nonrelativistic correction.

## Table of computed values

```
Speed of light: 137.035999 a.u.; nuclear rms radius: 5.4 fm
Au69+ four-component energy, radial: -12757.469179 hartree
Au69+ four-component energy, spinor program: -12757.469182 hartree
Au69+ nonrelativistic energy: -11794.285602 hartree
Au50+ test self-energy, radial: -0.04458231 hartree
Au50+ test self-energy, explicit: -0.04458231 hartree
Au50+ second-order relaxation: -0.00594964 hartree
Au50+ self-consistent relaxation: -0.00540514 hartree
Gold nonrelativistic 6s energy in Au+ field: -0.214352 hartree
Gold nonrelativistic core relaxation: -0.003250 hartree
Gold nonrelativistic self-energy: -0.048622 hartree
I_N (mean field): 0.217603 hartree = 5.921 eV
I_NC (correlated): 0.262975 hartree = 7.156 eV
Correlation contribution N: 0.045372 hartree
Mean radius 6s N: 3.7687 bohr
Mean radius 5d N: 1.5252 bohr
5d-6s radial density overlap N: 0.080996 bohr^-1
Gold relativistic 6s energy in Au+ field: -0.274458 hartree
Gold relativistic core relaxation: -0.008878 hartree
Gold relativistic self-energy: -0.073431 hartree
I_R (mean field): 0.283336 hartree = 7.710 eV
I_RC (correlated): 0.347888 hartree = 9.467 eV
Correlation contribution R: 0.064552 hartree
Mean radius 6s R: 3.1514 bohr
Mean radius 5d R: 1.5529 bohr
5d-6s radial density overlap R: 0.140933 bohr^-1
Relativistic mean-field shift: 0.065733 hartree
Additive estimate: 0.328708 hartree = 8.945 eV
Cross term X: 0.019180 hartree = 0.522 eV
Cross-term share from 5d: 0.015052 hartree
Cross-term share from 5p: 0.001802 hartree
Cross-term share from 5s: -0.000285 hartree
Cross-term share from 4f: 0.002225 hartree
Cross-term share from other shells: 0.000387 hartree
5d fraction of cross term: 78.5 percent
Exchange part within 5d share: -0.003399 hartree
Correlation, N core with R 6s: 0.060120 hartree
Correlation, R core with N 6s: 0.049035 hartree
Change from replacing only 6s: 0.014748 hartree
Change from replacing only core: 0.003663 hartree
Interplay of both replacements: 0.000770 hartree
Cross term with l <= 4: 0.018269 hartree
```
